# Coulomb energy of two frozen Yukawa atoms and its attractive region

A calculation of ion ranges by successive two-body collisions needs a potential $V(R)$ between the moving ion and each target atom. A quick choice is the screened Coulomb form $Z_1Z_2e^{-kR}/R$. With $k$ taken from a single atom, it describes a bare nucleus entering a screened atom, although both partners carry electrons. (In practice $k$ is often taken instead from a pair screening length that depends on both charges, which mimics the second cloud empirically.) The decision is whether to add the missing electrostatic term for the second electron cloud. That term is $-Z_1Z_2(k/2)e^{-kR}$, and it creates a region of attraction. Added alone, with the single-atom Thomas-Fermi $k$ used below, it makes a titanium collision at implantation energy too soft and puts a well of several hundred eV where more complete estimates give strong repulsion.

## The model and the result

Atomic units are used: lengths in bohr, energies in hartree, and charges in units of the elementary charge. Each atom $i=1,2$ has a point nucleus of charge $Z_i$ and a rigid, spherical electron cloud. Its total electrostatic potential is

$$\phi_i(r)=\frac{Z_i e^{-kr}}{r}, \tag{1}$$

with the same screening constant $k$ for both atoms. The claim is that their mutual Coulomb energy, without the self-energy of either atom, is

$$E(R)=Z_1Z_2\,e^{-kR}\left(\frac1R-\frac k2\right). \tag{2}$$

This energy is negative beyond $R=2/k$. The force, however, becomes attractive only beyond the larger distance $R=(1+\sqrt3)/k$.

The potential fixes the cloud. Let $n_i$ be the electron number density, so that the charge density away from the nucleus is $-n_i$ and Poisson's equation reads $\nabla^2\phi_i=4\pi n_i$. For a function $f(r)/r$ with $r>0$, the Laplacian is $f''(r)/r$. With $f=Z_ie^{-kr}$ this gives

$$n_i(r)=\frac{Z_ik^2}{4\pi}\frac{e^{-kr}}{r}. \tag{3}$$

The number of electrons is

$$\int n_i\,dV=Z_ik^2\int_0^\infty r e^{-kr}dr=Z_ik^2\,\frac1{k^2}=Z_i .$$

Each atom is therefore neutral. The point nucleus shows itself in $\phi_i\to Z_i/r$ as $r\to0$.

## First derivation: one atom in the potential of the other

Place all the charge of atom 1, nucleus and electrons, in the potential of atom 2. Every pair made of one charge from each atom is then counted once:

$$E(R)=Z_1\phi_2(R)-\int n_1(r_1)\,\phi_2(r_2)\,dV. \tag{4}$$

Here $r_1$ and $r_2$ are the distances of the volume element from the two nuclei. The minus sign is the sign of the electron charge. The first term is the screened Coulomb energy of a bare nucleus and an atom. Equations (1) and (3) turn the second into

$$\int n_1\phi_2\,dV=\frac{Z_1Z_2k^2}{4\pi}\,J,\qquad J=\int\frac{e^{-k(r_1+r_2)}}{r_1r_2}\,dV .$$

The integrand depends on the two distances, so spheroidal coordinates suit it:

$$r_1=\frac R2(\xi+\eta),\qquad r_2=\frac R2(\xi-\eta),$$

$$dV=\left(\frac R2\right)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi,$$

with $1\le\xi<\infty$, $-1\le\eta\le1$ and $0\le\varphi<2\pi$. Since $r_1r_2=(R^2/4)(\xi^2-\eta^2)$, the denominator cancels the variable part of the volume element. The remaining prefactor is $(R^3/8)(4/R^2)=R/2$. Also $r_1+r_2=R\xi$, so

$$J=\frac R2\,(2\pi)\int_{-1}^{1}d\eta\int_1^\infty e^{-kR\xi}d\xi
=\pi R\cdot2\cdot\frac{e^{-kR}}{kR}=\frac{2\pi}{k}e^{-kR}. \tag{5}$$

The electron term in (4) is therefore

$$\frac{Z_1Z_2k^2}{4\pi}\cdot\frac{2\pi}{k}e^{-kR}=Z_1Z_2\frac k2e^{-kR},$$

and subtracting it from $Z_1Z_2e^{-kR}/R$ gives (2). Direct quadrature of (4), with unit charges, $k=1.4$ and four distances from 0.5 to 4 bohr, agrees with (2) to about $10^{-14}$ relative to the screened Coulomb term.

## Second derivation: charge distributions in wave-vector space

Define the transform of a function by $\tilde f(\mathbf q)=\int f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}dV$. For the Yukawa function, integration over angles leaves

$$\int\frac{e^{-kr}}r e^{-i\mathbf q\cdot\mathbf r}dV
=\frac{4\pi}{q}\int_0^\infty e^{-kr}\sin(qr)\,dr=\frac{4\pi}{q^2+k^2}. \tag{6}$$

The limit $k\to0$ gives the Coulomb transform $4\pi/q^2$. The total charge density of atom $i$ is a point charge $Z_i$ minus the density (3). Its transform is

$$\tilde\rho_i(q)=Z_i-\frac{Z_ik^2}{q^2+k^2}=Z_i\frac{q^2}{q^2+k^2}. \tag{7}$$

It vanishes at $q=0$, where the transform equals the net charge.

The Coulomb energy of two distributions whose centres are separated by $\mathbf R$ is the inverse transform of the product of both densities and the Coulomb kernel. Spherical symmetry makes the sign of $\mathbf q$ immaterial:

$$E(R)=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\tilde\rho_1\tilde\rho_2e^{i\mathbf q\cdot\mathbf R}
=Z_1Z_2\int\frac{d^3q}{(2\pi)^3}\frac{4\pi q^2}{(q^2+k^2)^2}e^{i\mathbf q\cdot\mathbf R}. \tag{8}$$

Write $q^2=(q^2+k^2)-k^2$ in the numerator:

$$\frac{q^2}{(q^2+k^2)^2}=\frac1{q^2+k^2}-\frac{k^2}{(q^2+k^2)^2}.$$

By (6), the first part returns $e^{-kR}/R$. For the second, differentiate with respect to $k$:

$$\frac1{(q^2+k^2)^2}=-\frac1{2k}\frac{\partial}{\partial k}\frac1{q^2+k^2}.$$

The same operation on the function of distance gives

$$-\frac1{2k}\frac{\partial}{\partial k}\frac{e^{-kR}}R=\frac{e^{-kR}}{2k}.$$

Multiplication by $-k^2$ yields $-(k/2)e^{-kR}$, and (2) follows again.

## What each derivation assumes

Both derivations assume rigid densities and classical Coulomb energy. Neither lets the electrons respond, and neither imposes the Pauli principle on the combined electron system. Agreement between them confirms the electrostatics, not its sufficiency as an interatomic potential.

The first needs the potential of one atom and the charge density of the other. Equation (4) holds for any rigid spherical atoms, but the short integral (5) relies on the exponential form divided by $r$. All its integrals converge absolutely, and it shows which physical term the bare-nucleus formula omits.

The second needs the transforms of both densities, and it treats the atoms symmetrically. After the angular integration in (8), the integrand falls at large $q$ as $\sin(qR)/q$. The integral therefore converges for $R>0$ through oscillation, not absolutely. In return, unequal screening constants $a$ and $b$ require only a partial fraction:

$$\frac{q^2}{(q^2+a^2)(q^2+b^2)}=\frac1{a^2-b^2}\left[\frac{a^2}{q^2+a^2}-\frac{b^2}{q^2+b^2}\right].$$

Combining the bracket gives the numerator $a^2(q^2+b^2)-b^2(q^2+a^2)=(a^2-b^2)q^2$, as required. Using (6) term by term,

$$E(R)=\frac{Z_1Z_2}{R}\,\frac{a^2e^{-aR}-b^2e^{-bR}}{a^2-b^2}. \tag{9}$$

The zero follows from $a^2e^{-aR}=b^2e^{-bR}$, or $R=2\ln(a/b)/(a-b)$. As $b\to a$, this tends to $2/a$. In the same limit the fraction in (9) becomes the derivative of $s\,e^{-\sqrt s R}$ with respect to $s$ at $s=a^2$. That derivative is $e^{-aR}(1-aR/2)$, and division by $R$ recovers (2).

## Negative energy and attractive force

The force along the separation is $F=-dE/dR$, positive for repulsion. Differentiating both factors in (2),

$$F=Z_1Z_2e^{-kR}\left(\frac1{R^2}+\frac kR-\frac{k^2}{2}\right). \tag{10}$$

At $R=2/k$ the bracket is $k^2/4+k^2/2-k^2/2=k^2/4$, so the atoms still repel although their energy is zero. Setting the bracket to zero, multiplying by $2R^2$ and writing $x=kR$ gives $x^2-2x-2=0$. The positive root is $x=1+\sqrt3\approx2.732$. There $1/x=(\sqrt3-1)/2$, and the minimum energy is

$$E_{\min}=-Z_1Z_2k\,\frac{2-\sqrt3}{2}\,e^{-(1+\sqrt3)}\approx-0.00872\,Z_1Z_2k. \tag{11}$$

At small distance, expansion of (2) gives $E\approx Z_1Z_2(1/R-3k/2)$. The constant has a direct reading. The electrons of one atom produce the potential $-Z_i(1-e^{-kr})/r$, which tends to $-Z_ik$ at their own nucleus. The two nuclei in the opposite clouds therefore contribute $-2Z_1Z_2k$. The repulsion of two coincident clouds is

$$Z_1Z_2k^2\int_0^\infty e^{-kr}(1-e^{-kr})dr=Z_1Z_2k^2\left(\frac1k-\frac1{2k}\right)=Z_1Z_2\frac k2,$$

and the sum is $-3Z_1Z_2k/2$. At large distance the term $-Z_1Z_2(k/2)e^{-kR}$ dominates: the positive potential of atom 2 lowers the energy of atom 1's electrons by more than it raises the energy of atom 1's nucleus.

The change of sign is not special to Yukawa atoms. For rigid, neutral, spherical and localized atoms, integrate (4) over all positions of atom 2. For each charge element of atom 1, this integrates $\phi_2$ over all space, so

$$\int E\,d^3R=\left(\int\rho_1dV\right)\left(\int\phi_2dV\right)=0,$$

because the net charge of atom 1 is zero. The energy is positive near $R=0$, where the nuclear repulsion dominates, so it must be negative somewhere. For (2) the cancellation is explicit:

$$4\pi\int_0^\infty R^2e^{-kR}\left(\frac1R-\frac k2\right)dR=4\pi\left(\frac1{k^2}-\frac k2\frac2{k^3}\right)=0 .$$

## Energies that electrostatics leaves out

Where two clouds overlap, the Pauli principle forces electrons into states of higher kinetic energy. In a local Thomas-Fermi estimate with the densities still frozen, the added energy is

$$\Delta T=C_F\int\left[(n_1+n_2)^{5/3}-n_1^{5/3}-n_2^{5/3}\right]dV,$$

with $C_F=\tfrac3{10}(3\pi^2)^{2/3}$. The bracket is positive wherever both densities are nonzero, because the power exceeds one. The corresponding Dirac exchange energy has power $4/3$ and prefactor $-\tfrac34(3/\pi)^{1/3}$, so it is negative. Together they are called the overlap energy below. Gradient corrections to the kinetic energy, and correlation, remain omitted. The leading gradient term, one ninth of the von Weizsäcker energy, is negative for the overlap; it would lower the titanium totals below by about 50 to 250 eV, or up to 4%.

## A titanium collision at 50 keV

A titanium ion of 50 keV strikes a titanium atom at rest head-on. The ion is treated as a neutral atom, so both partners share a common $k$; removing one 4s electron from a frozen Hartree-Fock cloud changes the totals below by less than 10 eV. It is taken here as the inverse Thomas-Fermi length, $k=(9\pi^2/128)^{-1/3}Z^{1/3}$ in atomic units. With $Z=22$ this gives $1/k=0.01672$ nm. The two special distances are

$$\frac2k=2(0.01672)=0.0334\ \text{nm},\qquad \frac{1+\sqrt3}{k}=2.732(0.01672)=0.0457\ \text{nm}.$$

For equal masses, half the ion energy belongs to the motion of the common centre of mass. The other half, 25 keV, is available for the approach. Equation (2) reaches this value at $R=0.01036$ nm, where $kR=0.01036\times59.81=0.620$. The energy scale follows from the same point:

$$Z^2k=\frac{25000\ \text{eV}}{e^{-0.620}(1/0.620-0.5)}\approx\frac{25000\ \text{eV}}{0.60}\approx4.17\times10^4\ \text{eV}.$$

By (11), the well depth is $0.00872\times4.17\times10^4\approx364$ eV.

Adding the overlap energy makes the total repulsive where this well is deepest. At the distance of zero electrostatic force, the Yukawa densities give

$$-364+1877-132\approx1381\ \text{eV}$$

for electrostatics, kinetic energy and exchange. The total also falls between 0.95 and 1.05 times this distance, so the mean force over that interval is repulsive. At $R=2/k$, where electrostatics gives zero, the total is about 3170 eV.

A more realistic frozen density comes from a spherically averaged Hartree-Fock atom in the def2-TZVP basis, with two d electrons. Its electrostatic energy first vanishes at 0.0619 nm, 1.85 times the Yukawa value. At 0.0457 nm it is still $+426$ eV, where the Yukawa model gives $-364$ eV. Its own electrostatic well is only about 50 eV deep and lies near 0.077 nm, so the depth of 364 eV belongs to the Yukawa cloud with this $k$. The totals differ much less: 1483 eV for the Hartree-Fock density and 1381 eV for the Yukawa density. The larger def2-QZVP basis raises the two Hartree-Fock energies by about 1 eV and leaves the zero at 0.0619 nm. The position of the electrostatic zero thus depends strongly on the assumed cloud, while the differences in electrostatic and overlap energy largely cancel at 0.033 and 0.046 nm. At 0.0104 nm they have the same sign, and the Hartree-Fock total of 31.8 keV lies about 2.2 keV below the Yukawa total.

The potentials give these distances of closest approach:

| Potential | Distance (nm) |
|---|---:|
| Electrostatic formula (2) | 0.0104 |
| Bare nucleus and Yukawa atom | 0.0129 |
| Hartree-Fock density with overlap energy | 0.0120 |
| Ziegler-Biersack-Littmark universal potential | 0.0116 |

Relative to the universal potential, formula (2) comes about 10% too close and the bare-nucleus form stays about 11% too far out. The Yukawa density with overlap energy gives 0.0124 nm. The 11% depends on the choice of $k$: with Bohr's pair length $1/k=(Z_1^{2/3}+Z_2^{2/3})^{-1/2}$ bohr, or 0.01335 nm, the screened Coulomb form comes within 1% of the universal value, and with Firsov's shorter length it comes about 10% too close. The universal potential is a general fit used for comparison, not an exact titanium potential. It was itself fitted to frozen-density calculations with similar overlap terms, so it is not independent of the overlap model.

Omitting the term $-Z^2(k/2)e^{-kR}$ is partly compensated when the overlap energy is omitted too. At $R=0.01036$ nm the term is about $-11.2$ keV, while the Yukawa overlap energy is $9435-412\approx9020$ eV. The bare-nucleus form leaves out both, and they have opposite signs. At $R=2/k$ the omitted attraction is $4.17\times10^4\,e^{-2}/2\approx2820$ eV and the omitted overlap energy about 3170 eV. The bare-nucleus value there, also 2820 eV, lies close to the universal value of 2825 eV. At 0.0457 nm it is only about 990 eV, against 1241 eV, so the close agreement does not persist.

## Relaxation and the real implant

The electrons of a real pair can rearrange. Thomas-Fermi theory sizes this effect in the limit $R\to0$. Let $T$ be the kinetic energy of one atom; the virial theorem gives its potential energy as $-2T$. Merging two frozen atoms doubles the density and the nuclear charge. The kinetic energy becomes $2^{5/3}T$, and the potential energy, apart from nuclear repulsion, becomes $4(-2T)=-8T$. A uniform contraction by a factor $\lambda$ changes the electronic energy to

$$\mathcal E(\lambda)=2^{5/3}\lambda^2T-8\lambda T .$$

Its derivative vanishes at $\lambda=8/(2\cdot2^{5/3})=2^{1/3}$, where $\mathcal E=-2^{7/3}T$. The energy gained relative to $\lambda=1$ is

$$\left(2^{5/3}-8+2^{7/3}\right)T=0.2145\,T .$$

With $T=21485$ eV, found by applying the Thomas-Fermi functional to the Hartree-Fock density, the gain is about 4.6 keV. That density does not obey the virial balance assumed above: its electrostatic energy is about $-2.10\,T$, and the same scaling with this value gives 7.0 keV, while the kinetic energy of the true Thomas-Fermi atom gives 6.1 keV. Within the Thomas-Fermi picture the gain is therefore known only as roughly 5 to 7 keV. This is an estimate for merged nuclei, not a correction at 0.0104 nm. It shows that relaxation can matter on the scale of the 25 keV collision.

An energy of 50 keV is a rough typical value for ion implantation, and titanium self-collisions also occur when recoiling atoms strike others in the metal. The ion moves at 0.205 times the Bohr speed, which is the rough scale of outer-electron speeds. The electrons therefore have time to respond, at least in part, and a rigid cloud is doubtful. The assumption in (2) that electrostatics suffices also fails. At 0.0104 nm, the closest approach of (2), the Thomas-Fermi kinetic overlap energy of the Hartree-Fock densities is 9.0 keV, or 36% of the available energy. This size depends on the local estimate: an antisymmetrised product of the frozen atomic orbitals lies about 21 keV above the electrostatic energy there, and about 15 keV above the universal potential. Electronic energy loss, the ion's charge state and neighbouring atoms in the metal are not included.

For this pair and these distances, the second-cloud term should enter a collision potential only together with the overlap energy. With both, the Yukawa total lies 11 to 13% above the universal potential at the three distances examined. The bare-nucleus form with the same $k$ runs from about 20% above to 20% below, and it is the closer of the two near $R=2/k$. The gain is a more even error, not a better value at every distance, and it holds only out to about 0.06 nm: at 0.10 nm the Yukawa total is already about 20% below the universal potential, and at 0.15 nm about a third of it. The well of (2), taken alone, should not be read as a bond. The values of the main calculation are in the numerical output below.

## Values computed for the example and the checks

```
Largest relative error, formula vs quadrature: 1.0e-14
k R at zero energy, from quadrature: 2.00000
k R at zero force, from quadrature: 2.7321
Minimum energy / (Z1 Z2 k): -0.008720
Net/absolute volume integral, Yukawa: -9.2e-06
Net/absolute volume integral, Hartree-Fock: -5.1e-06
Ti nuclear charge: 22
Screening length 1/k: 0.01672 nm
Screening constant k: 59.81 1/nm
d electrons in Hartree-Fock Ti atom: 2.00
Zero of energy, formula: 0.03344 nm
Zero of force, formula: 0.04568 nm
First zero of energy, Hartree-Fock: 0.06191 nm
Ion energy: 50000 eV
Energy available for approach: 25000 eV
Closest approach, frozen electrostatic formula: 0.01036 nm
Closest approach, bare nucleus on Yukawa atom: 0.01289 nm
Closest approach, Hartree-Fock density + overlap: 0.01199 nm
Closest approach, universal potential: 0.01157 nm
At closest approach of the formula, R = 0.01036 nm, in eV:
  formula: 25000.0
  Yukawa kinetic: 9434.6
  Yukawa exchange: -411.8
  Yukawa total: 34022.8
  Hartree-Fock electrostatic: 23159.8
  Hartree-Fock kinetic: 9023.2
  Hartree-Fock exchange: -335.2
  Hartree-Fock total: 31847.8
  universal potential: 30078.6
At zero energy of the formula, R = 0.03344 nm, in eV:
  formula: 0.0
  Yukawa kinetic: 3372.9
  Yukawa exchange: -203.8
  Yukawa total: 3169.1
  Hartree-Fock electrostatic: 1636.5
  Hartree-Fock kinetic: 1723.4
  Hartree-Fock exchange: -131.8
  Hartree-Fock total: 3228.1
  universal potential: 2825.4
At zero force of the formula, R = 0.04568 nm, in eV:
  formula: -363.5
  Yukawa kinetic: 1876.8
  Yukawa exchange: -131.9
  Yukawa total: 1381.4
  Hartree-Fock electrostatic: 425.6
  Hartree-Fock kinetic: 1158.2
  Hartree-Fock exchange: -100.7
  Hartree-Fock total: 1483.1
  universal potential: 1241.3
Thomas-Fermi kinetic energy of one atom: 21485 eV
Relaxation gain / that kinetic energy: 0.2145
Relaxation estimate at R -> 0: 4608 eV
Ion speed / Bohr speed: 0.205
```
